# Which two-electron spin-orbit couplings does Dirac-Kohn-Sham theory contain?

## Question

I run four-component Dirac-Kohn-Sham (DKS) calculations on closed-shell atoms and have been given two accounts of their spin-orbit splittings.

The first says that spin-orbit coupling comes from the electric field of the nucleus, so the Hartree and exchange-correlation (xc) potentials matter only through the shapes of the orbitals. The second says that, because the potential is self-consistent, all two-electron spin-orbit coupling is already included.

Is either account right? If something is missing, would a magnetic Hartree term supply it?

## Answer

Neither is right. To see why, first find where the potential meets the spin in the DKS equation, then compare the result with the interaction between two Dirac electrons.

I use Hartree atomic units and \(\mathbf p=-i\nabla\), and measure energies from the rest energy. The potential is a scalar,
\[
V=v_{\rm nuc}+v_{\rm H}+v_{\rm xc},
\]
where \(v_{\rm H}\) is the Coulomb potential of the electron density and \(v_{\rm xc}\) comes from a density functional for electrons with Coulomb repulsion. There is no magnetic interaction and no current-dependent functional.

### The whole potential enters

For the large component \(\varphi\) and small component \(\chi\), the DKS equation reads
\[
V\varphi+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi=\varepsilon\varphi,\qquad
c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi+(V-2c^2)\chi=\varepsilon\chi .
\]
Write \(\chi=\boldsymbol\sigma\!\cdot\!\mathbf p\,\eta/(2c)\), which defines a new function \(\eta\). Insert this, and apply \(\boldsymbol\sigma\!\cdot\!\mathbf p/(2c)\) to the second equation. Since \((\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2\),
\[
V\varphi+\tfrac12p^2\eta=\varepsilon\varphi,
\]
\[
\tfrac12p^2\varphi+\Big[\frac{(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)}{4c^2}-\tfrac12p^2\Big]\eta=\varepsilon\,\frac{p^2}{4c^2}\,\eta .
\]
Spin now appears in one operator. The rule \(\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k\) gives
\[
(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)=\mathbf p\!\cdot\! V\mathbf p+i\boldsymbol\sigma\!\cdot\!(\mathbf pV\times\mathbf p).
\]
As an operator, \(\mathbf pV=V\mathbf p-i\nabla V\), and \(\mathbf p\times\mathbf p=0\). Hence
\[
(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)=\mathbf p\!\cdot\! V\mathbf p+\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p).
\]
This separation involves no expansion in \(1/c\). It does require \(V\) to commute with the spin matrices; a spin-polarized xc potential would add further terms.

When the terms in \(1/c^2\) are dropped, the second equation gives \(\eta=\varphi\) for a bound state, and the first becomes the Schrödinger equation. First-order perturbation theory then gives the leading spin-orbit operator
\[
h_{\rm so}=\frac{1}{4c^2}\,\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p).
\]
The gradient is that of the whole \(V\), which refutes the first account.

In an atom, \(\nabla V=V'\mathbf r/r\), so \(h_{\rm so}=(V'/r)\,\boldsymbol\sigma\!\cdot\!\mathbf l/(4c^2)\). With \(\mathbf s=\boldsymbol\sigma/2\), its average is \(\zeta\,\mathbf l\!\cdot\!\mathbf s\), where
\[
\zeta=\frac{1}{2c^2}\Big\langle\frac{V'}{r}\Big\rangle .
\]
For a p level, \(\mathbf l\!\cdot\!\mathbf s=\tfrac12[j(j+1)-2-\tfrac34]\). This is \(\tfrac12\) for \(j=\tfrac32\) and \(-1\) for \(j=\tfrac12\), so the splitting is \(\tfrac32\zeta\).

If \(N(r)\) is the number of electrons inside radius \(r\), Gauss's law gives
\[
V'=\frac{Z}{r^2}-\frac{N(r)}{r^2}+v_{\rm xc}' .
\]
The Hartree term screens the nucleus. In the local density approximation (LDA), exchange has \(v_{\rm x}=-(3\rho/\pi)^{1/3}\), so \(v_{\rm x}'=v_{\rm x}\rho'/(3\rho)\). This is positive where the density falls outward, so local exchange undoes part of the screening.

### What two Dirac electrons do to each other

Let electron 1 go from momentum \(\mathbf p_1\) to \(\mathbf p_1+\mathbf q\), and electron 2 from \(\mathbf p_2\) to \(\mathbf p_2-\mathbf q\). To the order needed, the small component of a free spinor is \(\boldsymbol\sigma\!\cdot\!\mathbf p/(2c)\) times the large one, and normalization adds no spin dependence. The spin part of the charge factor of electron 1 is
\[
\frac{i\boldsymbol\sigma_1\!\cdot\![(\mathbf p_1+\mathbf q)\times\mathbf p_1]}{4c^2}
=\frac{i\boldsymbol\sigma_1\!\cdot\!(\mathbf q\times\mathbf p_1)}{4c^2}.
\]
For electron 2, replace \(\mathbf q\) by \(-\mathbf q\). The spin-orbit part of the Coulomb interaction is therefore
\[
\frac{4\pi}{q^2}\,\frac{i}{4c^2}\big[\boldsymbol\sigma_1\!\cdot\!(\mathbf q\times\mathbf p_1)-\boldsymbol\sigma_2\!\cdot\!(\mathbf q\times\mathbf p_2)\big].
\]
Each spin is coupled to its own momentum: this is spin-same-orbit coupling. Averaging its first term over the whole electron density gives the Hartree part of \(h_{\rm so}\); like \(v_{\rm H}\) itself, this includes the electron's own charge.

The Gaunt interaction, \(-\boldsymbol\alpha_1\!\cdot\!\boldsymbol\alpha_2/r_{12}\), couples currents. The matrix element of \(\boldsymbol\alpha_1\) is
\[
\frac{\boldsymbol\sigma_1(\boldsymbol\sigma_1\!\cdot\!\mathbf p_1)+[\boldsymbol\sigma_1\!\cdot\!(\mathbf p_1+\mathbf q)]\boldsymbol\sigma_1}{2c}.
\]
The first product is \(\mathbf p_1+i\mathbf p_1\times\boldsymbol\sigma_1\), and the second is \((\mathbf p_1+\mathbf q)-i(\mathbf p_1+\mathbf q)\times\boldsymbol\sigma_1\). Their sum gives \((2\mathbf p_1+\mathbf q-i\mathbf q\times\boldsymbol\sigma_1)/(2c)\). For electron 2 it is \((2\mathbf p_2-\mathbf q+i\mathbf q\times\boldsymbol\sigma_2)/(2c)\). The part of the Gaunt interaction linear in \(\boldsymbol\sigma_2\) and free of \(\boldsymbol\sigma_1\) is
\[
-\frac{4\pi}{q^2}\frac{(2\mathbf p_1+\mathbf q)\!\cdot\!(i\mathbf q\times\boldsymbol\sigma_2)}{4c^2}
=\frac{4\pi}{q^2}\,\frac{2i\,\boldsymbol\sigma_2\!\cdot\!(\mathbf q\times\mathbf p_1)}{4c^2},
\]
because \(\mathbf q\!\cdot\!(\mathbf q\times\boldsymbol\sigma_2)=0\) and \(\mathbf p_1\!\cdot\!(\mathbf q\times\boldsymbol\sigma_2)=-\boldsymbol\sigma_2\!\cdot\!(\mathbf q\times\mathbf p_1)\). Here the spin of one electron meets the orbital motion of the other: this is spin-other-orbit coupling. It is of the same order in \(1/c\) as the Coulomb term and has twice its coefficient. The DKS equation above has no current-current interaction, so it lacks this term, and the second account fails too.

### Would a magnetic Hartree term supply it?

Not in a closed shell. Define \(\mathbf g_{12}=[\nabla_1(1/r_{12})]\times\mathbf p_1/(4c^2)\). In position space the two couplings together are
\[
\mathbf g_{12}\!\cdot\!(\boldsymbol\sigma_1+2\boldsymbol\sigma_2)+\mathbf g_{21}\!\cdot\!(\boldsymbol\sigma_2+2\boldsymbol\sigma_1).
\]
Let electron 1 be the one we follow and average electron 2 over filled orbitals. Terms with \(\boldsymbol\sigma_2\) vanish, because up and down spins cancel. The term \(2\boldsymbol\sigma_1\!\cdot\!\langle\mathbf g_{21}\rangle\) also vanishes. The filled orbitals can be chosen real, which makes the average of an operator linear in \(\mathbf p_2=-i\nabla_2\) imaginary, while a Hermitian operator has a real average. What remains is the Hartree screening.

Exchange behaves differently. For a filled spatial orbital with spin states \(s\),
\[
\sum_s\langle\sigma|\boldsymbol\sigma|s\rangle\langle s|\tau\rangle
=\sum_s\langle\sigma|s\rangle\langle s|\boldsymbol\sigma|\tau\rangle
=\langle\sigma|\boldsymbol\sigma|\tau\rangle .
\]
Thus \(\boldsymbol\sigma_1\) and \(\boldsymbol\sigma_2\) give the same exchange matrix, with weights 1 and 2. In this first-order mean field, spin-other-orbit exchange is twice spin-same-orbit exchange, and it does not cancel in general.

If the background carries a current, the direct term appears as well. Take two electrons of opposite spin in a 2p orbital with \(m=+1\), then with \(m=-1\). The density is the same, so the Coulomb Hartree potential cannot tell the cases apart. Complex conjugation of the orbital reverses \(\langle\mathbf g_{21}\rangle\), however. With fixed nonrelativistic LDA orbitals of argon, the direct spin-other-orbit term separates the up and down energies of a 3s probe electron by 2.58 meV, and the sign changes with \(m\).

### How large are these effects?

I solved the spherical DKS equations for free Ar, Kr and Xe with a point nucleus, LDA exchange and VWN correlation, without relativistic corrections to the functional. The functions \(\varphi\) and \(\eta\) were expanded in Gaussians. The converged \(V\) was then kept in every spin-free term, while \(V\) in \(\boldsymbol\sigma\!\cdot\!(\nabla V\times\mathbf p)\) was replaced by part of itself. This separates the spin-orbit field from the orbital shapes mentioned in the first account. The splittings between \(j=\tfrac32\) and \(j=\tfrac12\) orbital energies, in eV, are:

| Level | Whole \(V\) | Nuclear | Nuclear + Hartree |
|---|---:|---:|---:|
| Ar 2p | 2.229 | 2.458 | 2.181 |
| Ar 3p | 0.179 | 0.199 | 0.176 |
| Kr 2p | 53.73 | 56.51 | 53.20 |
| Kr 4p | 0.653 | 0.694 | 0.647 |
| Xe 2p | 324.2 | 335.7 | 322.1 |
| Xe 5p | 1.268 | 1.322 | 1.260 |

The solver was checked against the exact one-electron 2p splitting for \(Z=18\) and 54 only to within 0.5%. In the basis-set limit the three Xe 5p entries rise by about 0.001 eV (0.08%); the other entries and the percentages below keep the digits shown.

Relative to the whole \(V\), the nuclear field alone overshoots the 2p splitting by 10.3% in Ar, 5.2% in Kr and 3.5% in Xe. A scaling estimate explains this fall. Let \(a\) be the size of the inner shells. The nuclear term \(Z/r^3\) is of order \(Z/a^3\). The Hartree term is of order \(N/a^3\), and the number \(N\) of electrons inside the 2p region is nearly the same in the three atoms. Local exchange is of order \(1/a^3\), since \(\rho\sim a^{-3}\) makes \(v_{\rm x}\sim1/a\) and \(v_{\rm x}'/r\sim a^{-3}\). The factor \(a^{-3}\) cancels in the ratio, however \(a\) depends on \(Z\), so the relative error should fall roughly as \(1/Z\): from 10.3% at \(Z=18\) to about 5.2% at 36 and 3.4% at 54. In eV the 2p error still grows, from 0.23 in Ar to 11.5 in Xe. For the outermost p shells the overshoot falls more slowly, from 11.1% to 6.3% and 4.3%.

For argon the first-order formula can be followed by hand. With nonrelativistic LDA orbitals, radial integration gives \(\langle V'/r\rangle=2031.6\) atomic units for 2p. With \(c=137.036\) and 1 hartree = 27.2114 eV,
\[
\frac32\,\frac{2031.6}{2(137.036)^2}\times27.2114\ {\rm eV}=2.208\ {\rm eV}.
\]
The nuclear, Hartree and xc shares are
\[
2.4353-0.2746+0.0472=2.2079\ {\rm eV}.
\]
The last digits depend on the basis: in the basis-set limit \(\langle V'/r\rangle\) rises to 2032.2, the nuclear share to 2.4360 eV and the sum to 2.2086 eV, while the Hartree and xc shares are unchanged. Either way the result is about 1% below the DKS value of 2.229 eV.

With the same fixed orbitals, two-electron integrals give a spin-same-orbit exchange contribution of \(-0.040\) eV and a spin-other-orbit exchange contribution of \(-0.080\) eV. The second is absent from DKS and amounts to 3.6% of the first-order splitting. For 3p it is \(-0.0067\) eV, or 3.8%. These estimates leave out orbital response, higher orders in \(1/c^2\) and correlation, so adding them to a DKS splitting does not produce a reference value.

The signs deserve attention. The LDA xc share of the 2p splitting is \(+0.047\) eV, whereas the orbital spin-same-orbit exchange is \(-0.040\) eV. The gradient of \(v_{\rm xc}\) is therefore not a term-by-term substitute for that exchange integral, and in this example it does not imitate the missing spin-other-orbit exchange either.

For your closed-shell atoms, then, the DKS splitting includes Hartree screening and the gradient of the chosen xc potential. To include spin-other-orbit coupling at the mean-field level, you need the exchange part of the Gaunt interaction; its Hartree part vanishes.
